\section*{Ellipsoidal trial functions for a shallow donor in silicon}

\section{The problem}

A phosphorus atom replacing a silicon atom has one electron more than the four bonds need. Far from the nucleus this electron moves in a screened Coulomb potential with the effective masses of a conduction-band valley: $m_l$ along the valley axis $z$ and $m_t$ across it. In atomic units, with masses in electron masses and energy measured from the valley bottom, the envelope Hamiltonian is
\begin{equation}
H=-\frac{1}{2m_t}\left(\partial_x^2+\partial_y^2\right)-\frac{1}{2m_l}\partial_z^2-\frac{1}{\varepsilon r}.
\label{H}
\end{equation}
This model has a single valley, a constant $\varepsilon$ and no atomic structure at the nucleus. The binding energy of a level is $-E$, a positive number.

The Kohn--Luttinger trial function for the ground state is
\begin{equation}
\psi_{1s}\propto e^{-s},\qquad s=\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}} .
\label{trial}
\end{equation}
For the lowest p levels take $\psi_{2p0}\propto z\,e^{-s}$ and $\psi_{2p\pm}\propto(x\pm iy)\,e^{-s}$, each with its own $a$ and $b$. Use the rough silicon values $m_t=0.19$, $m_l=0.92$ and $\varepsilon=11.4$, the last being meant for low temperature.

\begin{enumerate}
\item Find $\langle H\rangle$ for the three functions and minimise it over $a$ at fixed $\beta=b/a$.
\item Find the condition on $\beta$ for 1s, and evaluate the three binding energies.
\item The measured ground level of phosphorus lies $45.6$ meV below the band edge. Absorption lines from it to 2p0 and 2p$\pm$ lie near 34 and 39 meV (rough values, good to about 0.5 meV). Which calculated levels can be trusted, and why?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Measure lengths in $\varepsilon/m_t$ and energies in $m_t/\varepsilon^2$. One parameter, $\gamma=m_t/m_l$, is left.
\item Rescale the coordinates so that $s$ becomes a radius. The kinetic energy then needs the mean square of each momentum component in a spherical state. A function with angular part $Y_{1m}$ has a Fourier transform with the same angular part.
\item At fixed $\beta$ the kinetic energy scales as $1/a^2$ and the potential energy as $1/a$.
\item For question 3, separate two possible faults: a poor trial function and an incomplete Hamiltonian. Compare the probabilities of finding the s and p electrons close to the nucleus.
\end{enumerate}

\section{Solution}

\subsection{Kinetic energy}

Put $x=(\varepsilon/m_t)\tilde x$, and likewise for $y$ and $z$. The transverse kinetic term acquires the factor $(1/m_t)(m_t/\varepsilon)^2=m_t/\varepsilon^2$, and the potential acquires $(1/\varepsilon)(m_t/\varepsilon)=m_t/\varepsilon^2$. Dropping the tildes, in these units
\begin{equation}
H=-\tfrac12(\partial_x^2+\partial_y^2)-\tfrac{\gamma}{2}\partial_z^2-\frac1r .
\end{equation}
Now set $x=aX$, $y=aY$, $z=bZ$, so that $s=R=\sqrt{X^2+Y^2+Z^2}$. The volume factor $a^2b$ cancels between an expectation value and its norm. With $P_X=-i\partial_X$ and so on,
\begin{equation}
\langle T\rangle=\frac{\langle P_X^2+P_Y^2\rangle}{2a^2}+\frac{\gamma\langle P_Z^2\rangle}{2b^2}.
\label{T0}
\end{equation}

For $e^{-R}$ the gradient has magnitude $e^{-R}$, so $\langle P^2\rangle=1$, and each component contributes $1/3$. For the p functions the reduced radial function is $u=R^2e^{-R}$, and
\begin{equation}
\langle P^2\rangle=\frac{\int_0^\infty\left(u'^2+2u^2/R^2\right)dR}{\int_0^\infty u^2\,dR}.
\end{equation}
Using $\int_0^\infty R^ne^{-2R}dR=n!/2^{n+1}$, the denominator is $24/32=3/4$. Since $u'^2=(4R^2-4R^3+R^4)e^{-2R}$, the first part of the numerator is $1-\tfrac32+\tfrac34=\tfrac14$. The centrifugal part is $2\cdot\tfrac14=\tfrac12$. Hence $\langle P^2\rangle=1$ again.

The share of $P_Z^2$ is the average of $\mu^2=\cos^2\theta$ over the momentum directions, with weight $\mu^2$ for $m=0$ and $1-\mu^2$ for $m=\pm1$:
\begin{equation}
\frac{\int_0^1\mu^4d\mu}{\int_0^1\mu^2d\mu}=\frac35,\qquad
\frac{\int_0^1\mu^2(1-\mu^2)d\mu}{\int_0^1(1-\mu^2)d\mu}=\frac{2/15}{2/3}=\frac15 .
\end{equation}
Substituting $b=\beta a$ in Eq.~(\ref{T0}) gives
\begin{equation}
\langle T\rangle=\frac{D}{2a^2},\qquad D=c_\perp+\frac{\gamma c_\parallel}{\beta^2},
\label{D}
\end{equation}
with $(c_\perp,c_\parallel)=(\tfrac23,\tfrac13)$ for 1s, $(\tfrac25,\tfrac35)$ for 2p0 and $(\tfrac45,\tfrac15)$ for 2p$\pm$.

\subsection{Potential energy}

With $\mu=Z/R$ the true distance from the nucleus is
\begin{equation}
r=aR\sqrt{1-\mu^2+\beta^2\mu^2}=aR\sqrt{1-e^2\mu^2},\qquad e^2=1-\beta^2 .
\end{equation}
Here $\beta<1$ is assumed: motion along the heavy axis costs less kinetic energy, so the envelope can contract there. The average of $1/r$ factorises into a radial part $\nu=\langle1/R\rangle$ and an angular part $G$:
\begin{equation}
\langle V\rangle=-\frac{\nu G(\beta)}{a}.
\label{V}
\end{equation}
For s, $\nu=(1/4)/(1/4)=1$. For p, $\nu=(6/16)/(3/4)=1/2$.

The angular parts need two integrals. With $e\mu=\sin t$, the upper limit is $\arcsin e=\arccos\beta$, and
\begin{align}
J_0&=\int_0^1\frac{d\mu}{\sqrt{1-e^2\mu^2}}=\frac1e\int_0^{\arccos\beta}dt=\frac{\arccos\beta}{e},\\
J_2&=\int_0^1\frac{\mu^2d\mu}{\sqrt{1-e^2\mu^2}}=\frac1{e^3}\int_0^{\arccos\beta}\sin^2t\,dt=\frac{\arccos\beta-\beta e}{2e^3}.
\end{align}
The last step uses $\int\sin^2t\,dt=(t-\sin t\cos t)/2$. The normalised angular weights are $1$, $3\mu^2$ and $\tfrac32(1-\mu^2)$, so
\begin{equation}
G_{1s}=J_0,\qquad G_{2p0}=3J_2,\qquad G_{2p\pm}=\tfrac32(J_0-J_2).
\end{equation}

\subsection{The minimum}

At fixed $\beta$ the energy is $E=D/(2a^2)-\nu G/a$. Setting $dE/da=-D/a^3+\nu G/a^2=0$ gives
\begin{equation}
a=\frac{D}{\nu G},\qquad
E=\frac{(\nu G)^2}{2D}-\frac{(\nu G)^2}{D}=-\frac{(\nu G)^2}{2D}.
\label{Emin}
\end{equation}
The first term is $\langle T\rangle$, so $\langle T\rangle=-E$ and $\langle V\rangle=2E$, which is the virial relation for a Coulomb potential.

It remains to maximise $G^2/D$ over $\beta$, which requires $G'/G=D'/(2D)$. For 1s, $d(\arccos\beta)/d\beta=-1/e$ and $de/d\beta=-\beta/e$, hence
\begin{equation}
G'=-\frac1{e^2}+\frac{\beta\arccos\beta}{e^3}=-\frac{1-\beta G}{1-\beta^2}.
\end{equation}
Also $D=(2\beta^2+\gamma)/(3\beta^2)$ and $D'=-2\gamma/(3\beta^3)$. The condition becomes
\begin{equation}
\frac{1-\beta G}{(1-\beta^2)G}=\frac{\gamma}{\beta(2\beta^2+\gamma)}.
\label{stat}
\end{equation}
For equal masses, $\gamma=1$, it is satisfied in the limit $\beta\to1$, where both sides tend to $1/3$. Then $G=D=1$, and Eq.~(\ref{Emin}) gives $-1/2$ for s and $-1/8$ for p, the hydrogen values.

\subsection{Numbers for silicon}

Here $\gamma=0.19/0.92=0.2065$. The energy unit $m_t/\varepsilon^2$ is $39.78$ meV and the length unit $\varepsilon/m_t$ is $3.175$ nm. The solution of Eq.~(\ref{stat}) is $\beta=0.5733$, with $G=1.1720$ and $D=0.8761$. As a check, the left side is $0.3281/(0.6713\times1.1720)=0.417$ and the right side is $0.2065/(0.5733\times0.8639)=0.417$. Therefore
\begin{equation}
-E_{1s}=\frac{1.1720^2}{2\times0.8761}\times39.78\ \mathrm{meV}=31.2\ \mathrm{meV},
\end{equation}
or $0.0312$ eV. The transverse radius is $a=(0.8761/1.1720)\times3.175=2.37$ nm, and $b=\beta a=1.36$ nm (23.7 and 13.6 angstrom).

For 2p0 the optimum is $\beta=0.6030$, with $G=1.3075$ and $D=0.7408$. For 2p$\pm$ it is $\beta=0.6130$, with $G=1.0807$ and $D=0.9099$. With $\nu=1/2$,
\begin{align}
-E_{2p0}&=\frac{1.3075^2}{8\times0.7408}\times39.78=11.47\ \mathrm{meV},\\
-E_{2p\pm}&=\frac{1.0807^2}{8\times0.9099}\times39.78=6.38\ \mathrm{meV}.
\end{align}
Unequal masses have split the hydrogenic 2p level. The 2p0 function points along the heavy axis and puts $3/5$ of its $\langle P^2\rangle$ there, where it is multiplied by the small $\gamma$. The 2p$\pm$ functions put only $1/5$ there.

The second decimal describes this model with these inputs, not silicon. All energies scale as $\varepsilon^{-2}$ at fixed masses: with $\varepsilon=11.7$ the ground level becomes $31.19\times(11.4/11.7)^2=29.6$ meV. A binding of about 31 meV therefore belongs to $\varepsilon=11.4$.

\subsection{Is the trial function at fault?}

The Hamiltonian (\ref{H}) conserves the angular momentum about $z$ and the parity under $z\to-z$. The function for 2p0 has $m=0$ and odd parity; those for 2p$\pm$ have $m=\pm1$ and even parity. Each is thus orthogonal to every state of another symmetry, and its energy is an upper bound to the lowest level of its own symmetry. In terms of binding, each trial value is a lower bound.

Diagonalising the same Hamiltonian in a basis of 40 radial by 7 angular functions gives bindings of $31.23$, $11.50$ and $6.39$ meV for 1s, 2p0 and 2p$\pm$. Reducing the basis to 32 by 6 functions changes each by less than two parts in $10^5$. Relative to these converged values the trial bindings are too small by $0.14$, $0.19$ and $0.12$ per cent. The trial functions are about equally good for s and p.

The measured ground level is deeper than the converged 1s level by
\begin{equation}
45.6-31.23=14.37\ \mathrm{meV},
\end{equation}
which is $31.5$ per cent of the measured binding. A better envelope for Eq.~(\ref{H}) could recover only 0.04 meV of this. With these parameters, the fault lies in the Hamiltonian.

\subsection{The p levels against the measured lines}

Subtracting the rough line energies from the ground level gives
\begin{equation}
45.6-34=11.6\ \mathrm{meV},\qquad 45.6-39=6.6\ \mathrm{meV},
\end{equation}
against the converged $11.50$ and $6.39$ meV. Both agree within the 0.5 meV uncertainty of the lines. This comparison needs care, because a donor's absolute binding energy can itself be obtained by adding a calculated p binding to a measured line. If it was, the agreement is partly built in.

The spacing of the two lines is free of this objection, since the ground level cancels. It is 5 meV, uncertain by up to 1 meV, and the model gives $5.11$ meV. The spacing alone would not reveal a shift common to both p levels. That such a shift is small has to be argued from the behaviour near the nucleus.

\subsection{Why the core acts on s and spares p}

Within a few tenths of a nanometre of the nucleus the potential is not $-1/(\varepsilon r)$: screening is incomplete and the phosphorus core differs from a silicon core. Consider a sphere of radius $R_0\ll a,b$, in which $e^{-2s}\approx1$. The norms of the three functions over all space are $\pi a^2b$, $\pi a^2b^3$ and $2\pi a^4b$. The integrals of $1$, $z^2$ and $x^2+y^2$ over the sphere are $4\pi R_0^3/3$, $4\pi R_0^5/15$ and $8\pi R_0^5/15$. The probabilities inside are then
\begin{equation}
w_{1s}=\frac{4R_0^3}{3a^2b},\qquad w_{2p0}=\frac{4R_0^5}{15a^2b^3},\qquad w_{2p\pm}=\frac{4R_0^5}{15a^4b}.
\end{equation}
The p functions vanish at the nucleus, which costs two more powers of $R_0$. Integrated with the full exponential for $R_0=0.3$ nm, the probabilities are $3.7\times10^{-3}$, $4.0\times10^{-6}$ and $2.2\times10^{-7}$. The 2p0 electron is there about 900 times less often than the 1s electron.

The core also couples the six equivalent valleys of silicon. Without coupling, the 1s level is sixfold degenerate, apart from spin. Let the core shift each valley state by $-\Delta_0$, couple opposite valleys by $-\Delta_2$ and perpendicular ones by $-\Delta_1$. Within these six states:
\begin{itemize}
\item Equal amplitudes in all valleys (singlet): each valley has one opposite and four perpendicular partners, so the shift is $-(\Delta_0+\Delta_2+4\Delta_1)$.
\item Equal amplitudes $c_i$ on the two valleys of axis $i$, with $\sum_ic_i=0$ (doublet): the perpendicular valleys contribute $-2\Delta_1\sum_{j\ne i}c_j=+2\Delta_1c_i$, so the shift is $-(\Delta_0+\Delta_2-2\Delta_1)$.
\item Opposite amplitudes on one axis (triplet): the perpendicular terms cancel, and the shift is $-(\Delta_0-\Delta_2)$.
\end{itemize}
If all three elements equal $\Delta$, the singlet moves by $-6\Delta$ and the other five states do not move. In this limit the core effect is concentrated in one state, the singlet, which is the ground state for $\Delta>0$.

A model shows how much of the shift reaches the p levels. Add a well $-U\exp(-r^2/r_c^2)$ to Eq.~(\ref{H}), and choose $U$ so that the lowest level lies at $45.6$ meV. For $r_c=0.3$ nm this needs $U=1.53$ eV, and 2p0 and 2p$\pm$ deepen by $0.020$ and $0.001$ meV. For $r_c=0.4$ nm the depth is $0.80$ eV and the shifts are $0.039$ and $0.002$ meV. These two wells deepen 1s by 14 meV but move the p levels by less than 0.3 per cent of that amount. The short range matters: with $r_c=0.8$ nm, fitted to the same ground level, 2p0 deepens by about $0.2$ meV.

The well is fitted, so it does not predict $45.6$ meV. It stands for the core potential felt by the singlet, at a range where effective-mass theory itself no longer holds. What it supports is the contrast: in this model the p levels are insensitive to a short-range core strong enough to explain the ground level.

\subsection{The model beside real silicon}

The masses and $\varepsilon$ used here are rough but typical of silicon at low temperature. The envelope is fairly compact: from $\langle P_Z^2\rangle=1/3$ its rms wavevector along the valley axis is $1/(\sqrt3\,b)=0.42$ nm$^{-1}$, about a quarter of the roughly $1.7$ nm$^{-1}$ between the valley and the zone boundary. With the fitted wells above, the ground state contracts and this wavevector rises to about $0.7$ nm$^{-1}$, some 40 per cent of that distance. Constant masses are thus an approximation for 1s, and a poorer one once the core is included. The assumption that heavily doped device regions break is that of an isolated donor. The Mott criterion $n^{1/3}(a^2b)^{1/3}=0.25$, with the 1s radii found above, gives $n\approx2\times10^{18}$ cm$^{-3}$. Only the order of magnitude is meaningful: the core contracts the ground state, and with the rms extents of the fitted-well states along $x$ and $z$ as $a$ and $b$ the same criterion gives nearly three times as much. Near and above such densities the envelopes merge and a separate donor level loses its meaning, so the binding energy is then not merely corrected but lost. Electric fields matter too. On the side towards which the field pulls the electron, $-1/(\varepsilon r)-Fr$ has its maximum $-2\sqrt{F/\varepsilon}$ at $r=1/\sqrt{\varepsilon F}$, which reaches the zero-field level at $F=\varepsilon E^2/4$ (the shift of the level in the field is neglected). This is 19 kV/cm for the model 1s level but $0.8$ kV/cm for 2p$\pm$. These values mark where the top of the classical barrier meets the level; they are not sharp thresholds for ionisation. The escape rate there depends strongly on the direction of the field: for the model 1s level at 19.3 kV/cm the lifetime is about 5 ps with the field across the valley axis and about 1.2 ns with the field along it (1.5 ns at 19.0 kV/cm). These are single-valley values; the real phosphorus ground state is deeper and spans all six valleys, so they do not describe it. Finally, the measured lines start from an electron in the ground level. The nearest excited states are the other five 1s states, about 14 meV higher if the core leaves them unshifted. The thermal energy is $0.86$ meV at 10 K, far below this gap, but $25.9$ meV at 300 K, above it. In a lightly doped crystal ionisation also empties the ground level while the thermal energy is still well below the binding energy, because the band offers many more states than the donors. The comparison with the lines is therefore one for low temperature.

\section{Two variations}

\subsection{How much does the ellipsoidal shape gain?}

\emph{Force $b=a$ in the 1s function, then treat nearly equal masses.}

At $\beta=1$, $G=1$ and $D=(2+\gamma)/3=0.7355$. The binding is $39.78/(2\times0.7355)=27.0$ meV, so for silicon the shape parameter is worth about 4 meV.

For $\gamma=1-\eta$ and $\beta=1-\delta$, both $\eta$ and $\delta$ small, expand to second order. From $J_0=1+e^2/6+3e^4/40+\dots$ and $e^2=2\delta-\delta^2$,
\begin{align}
\ln G&=\frac{\delta}{3}+\frac{7\delta^2}{90},\\
\ln D&=-\frac{\eta}{3}+\frac{2\delta}{3}+\frac{7\delta^2}{9}-\frac{4\eta\delta}{9}-\frac{\eta^2}{18}.
\end{align}
Since $-2E=G^2/D$,
\begin{equation}
\ln(-2E)=\frac{\eta}{3}+\frac{\eta^2}{18}+\frac{4\eta\delta}{9}-\frac{28\delta^2}{45}.
\end{equation}
The maximum is at $\delta=5\eta/14$, and the shape adds $5\eta^2/63$ to the logarithm. The gain is of second order: a sphere already gives the first-order effect of the mass difference. Silicon, with $\eta=0.79$, is outside this regime. The expansion would give $\beta=0.72$ instead of $0.57$.

\subsection{The core shift of 2p0 by hand}

\emph{Estimate the deepening of 2p0 by the well with $r_c=0.3$ nm to first order in $U$.}

Setting $e^{-2s}\approx1$ inside the well and using $\int z^2e^{-r^2/r_c^2}d^3r=\pi^{3/2}r_c^5/2$ with the norm $\pi a^2b^3$,
\begin{equation}
\delta E\approx-U\,\frac{\sqrt\pi\,r_c^5}{2a^2b^3}.
\end{equation}
For $a=3.598$ nm, $b=2.169$ nm and $U=1530$ meV the fraction is $1.63\times10^{-5}$, and the level deepens by $0.025$ meV. The diagonalisation gave $0.020$ meV. The estimate omits the decay $e^{-2s}$, which lowers the result, and the response of the envelope to the well, which raises it. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
m_t = 0.19, m_l = 0.92 (electron masses), eps = 11.4
gamma = m_t/m_l = 0.2065
Energy unit m_t/eps^2 = 39.78 meV
Length unit eps/m_t = 3.175 nm
1s: beta = 0.5733, G = 1.1720, D = 0.8761
1s: a = 2.373 nm, b = 1.361 nm
1s: trial binding = 31.19 meV, converged = 31.23 meV
1s: trial error = 0.14 percent
2p0: beta = 0.6030, G = 1.3075, D = 0.7408
2p0: a = 3.598 nm, b = 2.169 nm
2p0: trial binding = 11.47 meV, converged = 11.50 meV
2p0: trial error = 0.19 percent
2p+-: beta = 0.6130, G = 1.0807, D = 0.9099
2p+-: a = 5.347 nm, b = 3.278 nm
2p+-: trial binding = 6.38 meV, converged = 6.39 meV
2p+-: trial error = 0.12 percent
1s kinetic energy = 31.19 meV
1s potential energy = -62.37 meV
1s main result = 0.03119 eV, a = 23.73 angstrom, b = 13.61 angstrom
1s binding with spherical trial (b = a) = 27.04 meV
1s trial binding at eps = 11.7: 29.61 meV
Phosphorus ground level (given) = 45.6 meV
Deficit of converged single-valley 1s = 14.37 meV
Deficit / measured ground level = 31.5 percent
Rough measured lines: to 2p0 34 meV, to 2p+- 39 meV
Given level minus rough line: 2p0 11.6 meV, 2p+- 6.6 meV
2p spacing: rough lines 5 meV, converged theory 5.11 meV
1s: trial probability within 0.3 nm = 3.70e-03
2p0: trial probability within 0.3 nm = 4.03e-06
2p+-: trial probability within 0.3 nm = 2.17e-07
Six equal valley couplings, shifts / one element: -6 0 0 0 0 0
Well radius 0.3 nm: fitted depth = 1.53 eV
  deepening of 2p0 = 0.0195 meV, of 2p+- = 0.0011 meV
Well radius 0.4 nm: fitted depth = 0.80 eV
  deepening of 2p0 = 0.0389 meV, of 2p+- = 0.0022 meV
Rough lattice constant = 0.543 nm, valley at 0.85 of Gamma-X
1s rms k_z = 0.424 1/nm; valley to zone boundary = 1.736 1/nm
Mott density, n^(1/3) (a^2 b)^(1/3) = 0.25: 2.04e+18 cm^-3
Barrier-lowering field: 1s 19.3 kV/cm, 2p+- 0.81 kV/cm
Thermal energy: 0.86 meV at 10 K, 25.9 meV at 300 K
\end{verbatim}
